# Electronic terms of the open shell of O₂: a numerical check

```python
"""Terms of two electrons in a degenerate pi_g pair (open shell of O2).
Result under test: the six allowed states form
    triplet Sigma_g-  at J - K,  singlet Delta_g at J,  singlet Sigma_g+ at J + K
where J = Coulomb integral of |pi+|^2 with |pi-|^2, K = exchange integral of
pi+ and pi-, and pi+- = (pi_x +- i pi_y)/sqrt(2). Reflections act on space only.
Model orbitals: pi_g = p_A - p_B from one p Gaussian on each of two centres.
"""
from collections import Counter
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import dblquad
from pyscf import gto

EV = physical_constants["Hartree energy in eV"][0]
exponent = 1.0      # bohr^-2
distance = 2.0      # bohr
half = distance / 2

# Symmetry operations applied to the actual orbitals on a grid
axis = np.linspace(-6, 6, 49)
volume = (axis[1] - axis[0])**3
points = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1)


def raw_orbitals(r):
    rho2 = r[0]**2 + r[1]**2
    radial = (np.exp(-exponent * (rho2 + (r[2] - half)**2))
              - np.exp(-exponent * (rho2 + (r[2] + half)**2)))
    return np.array([r[0] * radial, r[1] * radial])


raw = raw_orbitals(points)
norm2 = 1 / (np.sum(raw[0]**2) * volume)


def orbital_matrix(operation):
    """Matrix <i|f_j(operation r)> in the basis pi_x, pi_y."""
    return norm2 * volume * raw @ raw_orbitals(operation @ points).T


def rotation(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])


def mirror(angle):
    c, s = np.cos(2 * angle), np.sin(2 * angle)
    return np.array([[c, s, 0], [s, -c, 0], [0, 0, 1.0]])


step = 1e-3
lz = -1j * (orbital_matrix(rotation(step))
            - orbital_matrix(rotation(-step))) / (2 * step)
inversion = orbital_matrix(-np.eye(3))
angles = [0.0, 0.4, 1.1]
mirrors = [orbital_matrix(mirror(angle)) for angle in angles]
plus = np.array([1, 1j]) / np.sqrt(2)
minus = plus.conj()
assert np.allclose(orbital_matrix(np.eye(3)), np.eye(2), atol=1e-10)
assert np.allclose(inversion, np.eye(2), atol=1e-10)
# tolerance covers the finite-difference error step^2/6
assert np.allclose(lz @ plus, plus, atol=1e-6)
assert np.allclose(lz @ minus, -minus, atol=1e-6)
for angle, m in zip(angles, mirrors):
    assert np.allclose(m @ plus, np.exp(2j * angle) * minus, atol=1e-9)
    assert np.allclose(m @ minus, np.exp(-2j * angle) * plus, atol=1e-9)
filled_shell_sign = np.linalg.det(np.kron(mirrors[1], np.eye(2)))
assert abs(filled_shell_sign - 1) < 1e-9

# Repulsion integrals; the H atoms only carry the p functions
mol = gto.M(atom=[["H", (0, 0, -half)], ["H", (0, 0, half)]], unit="Bohr",
            basis={"H": [[1, [exponent, 1.0]]]}, verbose=0)
overlap = mol.intor("int1e_ovlp_sph")
ao_eri = mol.intor("int2e_sph").reshape(6, 6, 6, 6)


def pi_pair(sign):
    c = np.zeros((6, 2))
    c[0, 0] = c[1, 1] = 1
    c[3, 0] = c[4, 1] = sign
    return c / np.sqrt(c[:, 0] @ overlap @ c[:, 0])


coef = pi_pair(-1)
eri = np.einsum("abcd,ai,bj,ck,dl->ijkl", ao_eri, coef, coef, coef, coef,
                optimize=True)
bonding = pi_pair(1)
density = 2 * bonding @ bonding.T
field_ao = (np.einsum("abcd,cd->ab", ao_eri, density)
            - 0.5 * np.einsum("acbd,cd->ab", ao_eri, density))
field = coef.T @ field_ao @ coef
assert np.allclose(field, field[0, 0] * np.eye(2), atol=1e-10)


def integral(p, q, r, s):
    """(p* q | r* s) for orbitals given in the basis pi_x, pi_y."""
    return np.einsum("ijkl,i,j,k,l->", eri, p.conj(), q, r.conj(), s).real


J = integral(plus, plus, minus, minus)
K = integral(plus, minus, minus, plus)
J_same = integral(plus, plus, plus, plus)
Jxx, Jxy, Kxy = eri[0, 0, 0, 0], eri[0, 0, 1, 1], eri[0, 1, 0, 1]
assert abs(J_same - J) < 1e-10
assert abs(Jxx - Jxy - 2 * Kxy) < 1e-10 and abs(K - 2 * Kxy) < 1e-10


def fourier_integrand(u, k):
    """Non-negative integrand of K; k = wave number, u = cosine to the axis."""
    form = 2 * np.cos(k * u * half) - 2 * np.exp(-2 * exponent * half**2)
    amplitude = (norm2 * (np.pi / (2 * exponent))**1.5 / (16 * exponent**2)
                 * np.exp(-k**2 / (8 * exponent)) * k**2 * (1 - u**2) / 2)
    return (amplitude * form)**2 / np.pi


K_fourier = dblquad(fourier_integrand, 0, 20, -1, 1)[0]
assert abs(K_fourier - K) < 1e-7 and K > 0

# Two-electron space: (orbital, spin) of electron 1, then of electron 2
one, two = np.eye(2), np.eye(4)


def total(a):
    return np.kron(a, two) + np.kron(two, a)


spin = [np.array([[0, 1], [1, 0]]) / 2, np.array([[0, -1j], [1j, 0]]) / 2,
        np.diag([0.5, -0.5])]
S = [total(np.kron(one, s)) for s in spin]
S2 = sum(s @ s for s in S)
Lz = total(np.kron(lz, one))


def on_both(m):
    return np.kron(np.kron(m, one), np.kron(m, one))


swap = np.einsum("ad,bc->abcd", two, two).reshape(16, 16)
V = np.einsum("ikjl,su,tv->isjtkulv", eri, one, one).reshape(16, 16)
weights, vectors = np.linalg.eigh((np.eye(16) - swap) / 2)
allowed = vectors[:, weights > 0.5]
assert allowed.shape[1] == 6

# Count of microstates against the spectrum of Lz and Sz
spin_orbitals = [(1, 0.5), (1, -0.5), (-1, 0.5), (-1, -0.5)]
table = Counter((a[0] + b[0], int(a[1] + b[1]))
                for a, b in combinations(spin_orbitals, 2))
listed = sorted(ml + 0.1 * ms for (ml, ms), n in table.items()
                for _ in range(n))
found = np.linalg.eigvalsh(allowed.T @ (Lz + 0.1 * S[2]) @ allowed)
assert np.allclose(found, listed, atol=1e-5)

# Levels from diagonalization, then their symmetry
energy, states = np.linalg.eigh(allowed.T @ V @ allowed)
states = allowed @ states
expected = [("3Sigma_g-", slice(0, 3), J - K, 2, 0, -1),
            ("1Delta_g", slice(3, 5), J, 0, 4, 0),
            ("1Sigma_g+", slice(5, 6), J + K, 0, 0, 1)]
report = []
for name, part, formula, s2, l2, sign in expected:
    block = states[:, part]
    dim = block.shape[1]

    def mean(a):
        return np.trace(block.conj().T @ a @ block).real / dim

    signs = [mean(on_both(m)) for m in mirrors]
    values = [mean(S2), mean(Lz @ Lz), mean(on_both(inversion)), signs[1]]
    assert np.allclose(energy[part], formula, atol=1e-9)
    assert np.allclose(values, [s2, l2, 1, sign], atol=1e-5)
    assert np.allclose(signs, sign, atol=1e-8)
    report.append((name, dim, energy[part].mean() * EV, values))

# Explicit wave functions: space function times spin function
pm, mp = np.outer(plus, minus), np.outer(minus, plus)
up, down = np.eye(2)
ud, du = np.outer(up, down), np.outer(down, up)
singlet = (ud - du) / np.sqrt(2)
triplets = [np.outer(up, up), (ud + du) / np.sqrt(2), np.outer(down, down)]


def state(space, spins):
    return np.einsum("ij,st->isjt", space, spins).ravel()


odd, even = (pm - mp) / np.sqrt(2), (pm + mp) / np.sqrt(2)
assert np.allclose(odd, -1j * np.array([[0, 1], [-1, 0]]) / np.sqrt(2))
assert np.allclose(even, np.eye(2) / np.sqrt(2))
cases = [(state(odd, t), J - K, -1) for t in triplets]
cases += [(state(even, singlet), J + K, 1)]
cases += [(state(np.outer(p, p), singlet), J, None) for p in (plus, minus)]
for psi, value, sign in cases:
    assert np.allclose(swap @ psi, -psi)
    assert np.allclose(V @ psi, value * psi, atol=1e-9)
    if sign is not None:
        for m in mirrors:
            assert np.allclose(on_both(m) @ psi, sign * psi, atol=1e-8)
delta_plus, delta_minus = cases[4][0], cases[5][0]
for m in mirrors:
    assert abs(abs(np.vdot(delta_minus, on_both(m) @ delta_plus)) - 1) < 1e-8

# One determinant pi+ up, pi- down
determinant = (state(pm, ud) - state(mp, du)) / np.sqrt(2)
det_s2 = np.vdot(determinant, S2 @ determinant).real
det_energy = np.vdot(determinant, V @ determinant).real
share_triplet = np.linalg.norm(states[:, :3].conj().T @ determinant)**2
share_singlet = np.linalg.norm(states[:, 5:].conj().T @ determinant)**2
assert np.allclose([det_s2, share_triplet, share_singlet], [1, 0.5, 0.5])
assert abs(det_energy - J) < 1e-9

print(f"Gaussian exponent: {exponent:.1f} bohr^-2")
print(f"distance between centres: {distance:.1f} bohr")
print(f"allowed two-electron states: {allowed.shape[1]}")
for (ml, ms), number in sorted(table.items(), reverse=True):
    print(f"microstates with M_L={ml:+d}, M_S={ms:+d}: {number}")
print(f"reflection sign of a filled pi shell: {filled_shell_sign:+.3f}")
print(f"Coulomb integral J(x,x): {Jxx * EV:.4f} eV")
print(f"Coulomb integral J(x,y): {Jxy * EV:.4f} eV")
print(f"exchange integral K(x,y): {Kxy * EV:.4f} eV")
print(f"J of pi+ and pi-: {J * EV:.4f} eV")
print(f"K of pi+ and pi-: {K * EV:.4f} eV")
print(f"same K from the Fourier integral: {K_fourier * EV:.4f} eV")
for name, dim, level, values in report:
    print(f"{name}: {dim} state(s), repulsion energy {level:.4f} eV")
    print(f"  mean S^2 = {values[0]:.3f}, mean Lz^2 = {values[1]:.3f} (hbar^2)")
    print(f"  inversion {values[2]:+.3f}, "
          f"mean reflection {values[3] + 0.0:+.3f}")
print(f"gap 1Delta_g - 3Sigma_g-: {report[1][2] - report[0][2]:.4f} eV")
print(f"gap 1Sigma_g+ - 1Delta_g: {report[2][2] - report[1][2]:.4f} eV")
print(f"determinant pi+ up, pi- down: mean S^2 = {det_s2:.3f} hbar^2")
print(f"  mean repulsion {det_energy * EV:.4f} eV")
print(f"  weight in 3Sigma_g-: {share_triplet:.3f}")
print(f"  weight in 1Sigma_g+: {share_singlet:.3f}")
print("done: every assertion held")
```

Running it gives:

```
Gaussian exponent: 1.0 bohr^-2
distance between centres: 2.0 bohr
allowed two-electron states: 6
microstates with M_L=+2, M_S=+0: 1
microstates with M_L=+0, M_S=+1: 1
microstates with M_L=+0, M_S=+0: 2
microstates with M_L=+0, M_S=-1: 1
microstates with M_L=-2, M_S=+0: 1
reflection sign of a filled pi shell: +1.000
Coulomb integral J(x,x): 18.5938 eV
Coulomb integral J(x,y): 16.8425 eV
exchange integral K(x,y): 0.8756 eV
J of pi+ and pi-: 17.7182 eV
K of pi+ and pi-: 1.7513 eV
same K from the Fourier integral: 1.7513 eV
3Sigma_g-: 3 state(s), repulsion energy 15.9669 eV
  mean S^2 = 2.000, mean Lz^2 = 0.000 (hbar^2)
  inversion +1.000, mean reflection -1.000
1Delta_g: 2 state(s), repulsion energy 17.7182 eV
  mean S^2 = 0.000, mean Lz^2 = 4.000 (hbar^2)
  inversion +1.000, mean reflection -0.000
1Sigma_g+: 1 state(s), repulsion energy 19.4695 eV
  mean S^2 = 0.000, mean Lz^2 = -0.000 (hbar^2)
  inversion +1.000, mean reflection +1.000
gap 1Delta_g - 3Sigma_g-: 1.7513 eV
gap 1Sigma_g+ - 1Delta_g: 1.7513 eV
determinant pi+ up, pi- down: mean S^2 = 1.000 hbar^2
  mean repulsion 17.7182 eV
  weight in 3Sigma_g-: 0.500
  weight in 1Sigma_g+: 0.500
done: every assertion held
```
